Spin-orbit core potentials between plane waves: the p and d channels

A relativistic effective core potential acts on a valence electron with a different radial function for each orbital angular momentum l and each total angular momentum j. When the valence states of a solid are expanded in plane waves, the spin-orbit part of this potential is needed between two plane waves. The parts below derive that matrix element, examine its limits and evaluate it for a model potential.

Hartree atomic units are used, with ħ = 1. The spin operator is S = σ/2, where σ is the vector of Pauli matrices, and L = −i r×∇. A hat on a vector denotes the unit vector along it. Plane waves are normalized in a volume Ω:

⟨r|K⟩ = e^{iK·r}/√Ω.

The wavevector K belongs to the ket (incoming wave) and K' to the bra (outgoing wave). Matrix elements are taken over space alone, so each is a 2×2 matrix in spin. The atom sits at the origin, and its potential is short-ranged and integrated over all space.

**(a) In channel l ≥ 1 the core potential is V₊(r) for j = l+½ and V₋(r) for j = l−½. Separate it into a spin-independent part and a part proportional to L·S.**

Since J = L + S, squaring gives

L·S = ½ (J² − L² − S²).

For j = l+½ we have j(j+1) = (l+½)(l+3/2) = l² + 2l + ¾. Subtracting l(l+1) and ¾ leaves l, so L·S = l/2.

For j = l−½ we have j(j+1) = (l−½)(l+½) = l² − ¼. The same subtraction leaves −l−1, so L·S = −(l+1)/2.

Within one l, the potential and L·S are diagonal in the same two subspaces. Two values can be matched by a linear function, so the potential can be written V̄_l(r) + ξ_l(r) L·S, with

V̄_l + ξ_l l/2 = V₊
V̄_l − ξ_l (l+1)/2 = V₋.

Subtracting the second line from the first gives ξ_l (2l+1)/2 = V₊ − V₋, and therefore

ξ_l = 2 (V₊ − V₋)/(2l+1).

Putting this into the first line gives

V̄_l = V₊ − l (V₊ − V₋)/(2l+1) = [(l+1) V₊ + l V₋]/(2l+1).

This is the average weighted by the numbers of states, 2l+2 and 2l. With P̂_l the projector onto angular momentum l, the spin-orbit operator of the channel is

V_l^SO = ξ_l(r) P̂_l L·S P̂_l.

For l = 0 only j = ½ exists, L vanishes, and there is no spin-orbit term.

**(b) Project the plane waves onto channel l and reduce the matrix element to a radial integral times an angular sum.**

First expand the plane wave. It is a regular solution of (∇² + K²)ψ = 0 with axial symmetry about K, so with u = K̂·r̂,

e^{iKru} = Σ_l c_l j_l(Kr) P_l(u).

To find c_l, compare the coefficients of (Kr)^l u^l. On the left the coefficient is i^l/l!. On the right only the term with index l contributes: a lower one has too low a power of u, and a higher one starts at too high a power of r. Near zero j_l(z) ≈ z^l/(2l+1)!!, and the leading coefficient of P_l is (2l−1)!!/l!. Hence

c_l (2l−1)!!/[(2l+1)!! l!] = i^l/l!, so c_l = (2l+1) i^l.

Next use the addition theorem,

P_l(K̂·r̂) = [4π/(2l+1)] Σ_m Y_lm(r̂) Y*_lm(K̂).

It holds because the sum over m is unchanged when both directions are rotated together. It may be evaluated with K̂ along z, where only m = 0 survives and gives (2l+1)P_l/4π. The projected wave is therefore

P̂_l e^{iK·r} = 4π i^l j_l(Kr) Σ_m Y_lm(r̂) Y*_lm(K̂).

The bra carries the complex conjugate of this expression with K' in place of K. Its factor (−i)^l cancels i^l. The operator L acts on angles alone and commutes with ξ_l(r), so the integral factorizes:

⟨K'|V_l^SO|K⟩ = (16π²/Ω) F_l S·A_l

F_l = ∫₀^∞ r² ξ_l(r) j_l(K'r) j_l(Kr) dr

A_l = Σ_{mm'} Y_lm(K̂') ⟨lm|L|lm'⟩ Y*_lm'(K̂).

**(c) Evaluate A_l without using the matrices of L explicitly.**

Rotations do not distinguish a direction in position space from one in wavevector space. Define L_{K'} = −i K'×∇_{K'}. By the definition of a matrix element,

L_{K'} Y_lm'(K̂') = Σ_m Y_lm(K̂') ⟨lm|L|lm'⟩.

The right side is the inner sum of A_l. Hence, again by the addition theorem,

A_l = L_{K'} Σ_m' Y_lm'(K̂') Y*_lm'(K̂) = [(2l+1)/4π] L_{K'} P_l(x), with x = K̂·K̂'.

Since x = K̂·K'/K', its gradient is

∇_{K'} x = K̂/K' − (K̂·K') K'/K'³,

where K' is a vector inside the scalar product and in the last numerator, and a length in the denominators. The second term is parallel to K' and drops out of the cross product. With P_l'(x) = dP_l/dx, the chain rule gives

L_{K'} P_l(x) = −i P_l'(x) (K̂'×K̂) = +i P_l'(x) (K̂×K̂').

The last step reverses the cross product and with it the sign. Thus

A_l = i [(2l+1)/4π] P_l'(x) (K̂×K̂').

**(d) Assemble the matrix element, specialize it to p and d, and discuss its sign and symmetries.**

The factors are 16π² from the two waves, (2l+1)/4π from the angular sum and ½ from S = σ/2. Their product is 2π(2l+1), so

⟨K'|V_l^SO|K⟩ = i [2π(2l+1)/Ω] P_l'(x) F_l σ·(K̂×K̂').

For p, P₁ = x and P₁' = 1:

⟨K'|V_p^SO|K⟩ = i (6π/Ω) F₁ σ·(K̂×K̂') = i [6π F₁/(Ω K K')] σ·(K×K').

For d, P₂ = (3x²−1)/2 and P₂' = 3x:

⟨K'|V_d^SO|K⟩ = i (30π/Ω) (K̂·K̂') F₂ σ·(K̂×K̂').

The factor 1/(KK') in the second p form is needed when the cross product contains the full vectors. It causes no divergence at small K, because F₁ is then proportional to K.

The sign +i belongs to the order chosen here, with K in the ket. Hermitian conjugation gives

⟨K|V_p^SO|K'⟩ = −i (6π/Ω) F₁ σ·(K̂×K̂').

This agrees with exchanging the names K and K' in the formula, since the cross product then changes sign.

Time reversal requires

⟨K'|V|K⟩ = σ_y ⟨−K'|V|−K⟩* σ_y.

Reversing both wavevectors changes neither x nor the cross product. Complex conjugation turns i into −i, and σ_y σ* σ_y = −σ supplies a second minus sign, so the condition is met.

Let θ be the angle between the wavevectors. At fixed lengths the p element varies as sin θ and the d element as sin θ cos θ. Both vanish for collinear waves, which define no plane and hence no axis for the spin. The d element also vanishes at 90° and changes sign there, so a p-type expression with a constant coefficient cannot represent it.

The spin-independent part follows from the same projection, with the unit matrix in place of L·S. The angular sum is then (2l+1)P_l(x)/4π, and

⟨K'|V̄_l P̂_l|K⟩ = [4π(2l+1)/Ω] P_l(x) ∫₀^∞ r² V̄_l j_l(K'r) j_l(Kr) dr.

If the atom is at τ, put r = τ + s. The ket gains e^{iK·τ} and the bra e^{−iK'·τ}, so the element is multiplied by e^{i(K−K')·τ}. In a crystal of N cells the waves are normalized in NΩ, where Ω is now the cell volume. Both waves are taken to satisfy periodic boundary conditions over these N cells. The sum of the phases over lattice sites is then N if K−K' is a reciprocal lattice vector and zero otherwise. For one atom per cell, placed on the lattice points, the formula above then holds unchanged in the first case. If the atom is displaced from them by τ, the factor e^{i(K−K')·τ} remains. For several atoms, their contributions are added with their phases.

The angular result does not need a multiplicative radial function. If ξ_l(r) is replaced by a radial kernel ξ_l(r,r'), which still commutes with L, only the radial integral changes:

F_l = ∫∫ r² r'² j_l(K'r) ξ_l(r,r') j_l(Kr') dr dr'.

**(e) Find the leading form for wavelengths long compared with the range of ξ_l.**

When Kr and K'r are small wherever ξ_l matters, j₁(z) ≈ z/3 and j₂(z) ≈ z²/15. Therefore

F₁ ≈ (KK'/9) ∫ r⁴ ξ₁ dr
F₂ ≈ (K²K'²/225) ∫ r⁶ ξ₂ dr.

In the p element KK' turns the unit vectors into full vectors, and 6π/9 = 2π/3:

⟨K'|V_p^SO|K⟩ ≈ i (2π/3Ω) σ·(K×K') ∫ r⁴ ξ₁ dr.

In the d element K²K'² does this for both the scalar and the cross product, and 30π/225 = 2π/15:

⟨K'|V_d^SO|K⟩ ≈ i (2π/15Ω) (K·K') σ·(K×K') ∫ r⁶ ξ₂ dr.

The p term is of second order in the wavevectors and the d term of fourth order. At long wavelength p therefore dominates, provided its radial moment is not zero. In this limit the p channel has a constant coefficient in front of i σ·(K×K'). A constant coefficient does not by itself single out p: part (g) shows that a function common to all channels gives the same constant whenever |K−K'| is small, even for long wavevectors, where higher channels carry much of it. In a crystal a nonzero element needs K−K' equal to a nonzero reciprocal lattice vector G, so at least one wavevector has length |G|/2 or more, and the long-wavelength limit applies only if the range of ξ_l is short compared with 2/|G|.

**(f) Take ξ_l = A e^{−αr²}. Find F_l in closed form and evaluate the p and d elements for the model below.**

The model is a simple cubic cell with reciprocal step 1 bohr⁻¹, so Ω = (2π)³ = 248.05 bohr³. The wavevectors are K = (1.2, 0.5, 0.1) and K' = (0.2, 0.5, 1.1) bohr⁻¹. Their difference (1, 0, −1) bohr⁻¹ is a reciprocal lattice vector. Both j components of a channel have the same Gaussian shape. For p, α = 0.80 bohr⁻² with amplitudes V₋ = −0.50 and V₊ = −0.35 Ha. For d, α = 1.00 bohr⁻² with V₋ = −0.30 and V₊ = −0.25 Ha. These are round model values, not those of a particular element.

To obtain the radial integral, consider

∫ e^{−αr²} e^{i(K−K')·r} d³r = (π/α)^{3/2} e^{−q²/4α}, with q² = K² + K'² − 2KK'x.

Expanding both waves on the left and integrating over angles gives

4π Σ_l (2l+1) P_l(x) ∫ r² e^{−αr²} j_l(Kr) j_l(K'r) dr.

On the right, the x-dependent factor is e^{zx} with z = KK'/2α. The plane-wave expansion at imaginary argument reads

e^{zx} = Σ_l (2l+1) i_l(z) P_l(x),

where i_l(z) = i^l j_l(−iz) is the modified spherical Bessel function. Equating coefficients of P_l and dividing by 4π gives

F_l = A [√π/(4α^{3/2})] e^{−(K²+K'²)/4α} i_l(z).

For small z the function behaves as

i_l(z) = [z^l/(2l+1)!!] [1 + z²/(2(2l+3)) + …].

The geometry gives K² = 1.70 and K'² = 1.50 bohr⁻², so KK' = 1.597 bohr⁻². Also K·K' = 0.60 bohr⁻², x = 0.376 and K×K' = (0.5, −1.3, 0.5) bohr⁻².

For p, A = (2/3)(0.15) = 0.10 Ha and z = 1.597/1.6 = 0.998, which gives i₁ = 0.367. The exponent is −3.20/3.20 = −1. Therefore

F₁ = 0.10 × 0.619 × 0.368 × 0.367 = 8.36×10⁻³ Ha bohr³.

Write the element as i b·σ with b a real vector. Then

b_p = [6π × 8.36×10⁻³/(248.05 × 1.597)] (0.5, −1.3, 0.5) Ha = (199, −517, 199) μHa.

Its length is 589 μHa, or 16.0 meV. In the spin basis along z, the up-up element is i b_z = 199i μHa. The up-down element is i(b_x − i b_y) = b_y + i b_x = −517 + 199i μHa. The spin-flip element is the larger here because b lies mostly along −y.

For d, A = (2/5)(0.05) = 0.02 Ha and z = 0.798, so i₂ = 0.0445. The exponent is −0.80, and

F₂ = 0.02 × 0.443 × 0.449 × 0.0445 = 1.77×10⁻⁴ Ha bohr³.

With P₂' = 3x = 1.127,

b_d = [10π × 1.127 × 1.77×10⁻⁴/(248.05 × 1.597)] (0.5, −1.3, 0.5) Ha = (7.9, −20.6, 7.9) μHa.

Its length is 23.4 μHa, or 0.64 meV, about 4% of the p value.

The spin-independent elements follow from part (d), with V̄_p = −0.40 Ha and V̄_d = −0.27 Ha. They are −1910 μHa for p and +175 μHa for d. The d sign is positive although V̄_d is attractive, because P₂(0.376) is negative.

These wavevectors are too large for part (e). The moments are 0.1161 Ha bohr⁵ for p and 0.0332 Ha bohr⁷ for d, and the limiting forms give 2.46 and 2.13 times the full elements. The closed form shows why. The ratio of the full element to its limit is

e^{−(K²+K'²)/4α} [1 + z²/(2(2l+3)) + …].

For p this is 0.368 × 1.103 = 0.406, and for d it is 0.449 × 1.046 = 0.470. Where ξ_l carries its weight the Bessel functions have already fallen below their leading powers: for p the weight r⁴e^{−αr²} peaks near r = 1.6 bohr, where Kr ≈ 2.1 and j₁ ≈ 0.44 against z/3 ≈ 0.69. A constant coefficient fitted at small K therefore overestimates the coupling here.

The angular dependence can be seen with both lengths set to 1 bohr⁻¹ and the waves in the xy plane, so that b points along z:

θ = 45°: p 385.8 μHa, d 17.3 μHa
θ = 90°: p 545.6 μHa, d 0
θ = 135°: p 385.8 μHa, d −17.3 μHa

The p values at 45° and 90° have the ratio sin 45° = 0.707. The d values show the sign change at the right angle. For these values the volume is kept at 248.05 bohr³ and the single-atom integral is evaluated; not all these pairs differ by a reciprocal lattice vector of the cubic cell.

**(g) Suppose every channel has the same function ξ(r). Sum over l and compare with the p and d terms.**

The projected operators now add up to the ordinary operator ξ(r) L·S. Averaging e^{i(K−K')·r} over the directions of r gives j₀(qr), where q = |K−K'|. Expanding the two waves before averaging gives the same quantity as a sum:

j₀(qr) = Σ_l (2l+1) j_l(Kr) j_l(K'r) P_l(x).

Differentiate with respect to x at fixed K and K'. From q² = K² + K'² − 2KK'x follows dq/dx = −KK'/q, and j₀' = −j₁. The two minus signs cancel:

KK' r j₁(qr)/q = Σ_l (2l+1) j_l(Kr) j_l(K'r) P_l'(x).

The right side is the combination that appears when the elements of part (d) are summed. Hence

⟨K'|ξ L·S|K⟩ = i (2π/Ω) σ·(K×K') ∫₀^∞ r³ ξ(r) j₁(qr)/q dr.

The factor beside σ·(K×K') now depends on the wavevectors through q alone, as expected for a radial function that is the same in all channels. A semilocal potential with different ξ_l lacks this property.

For the Gaussian, the l = 0 integral at wavevector transfer q is ∫ r² e^{−αr²} j₀(qr) dr = [√π/(4α^{3/2})] e^{−q²/4α}. Differentiating it with respect to x and dividing by KK' gives

∫ r³ e^{−αr²} j₁(qr)/q dr = [√π/(8α^{5/2})] e^{−q²/4α}.

Take the p function of part (f) for all channels. With q² = 2 bohr⁻² the integral including A is 0.10 × 0.387 × 0.535 = 0.0207 Ha bohr⁵. The length of K×K' is 1.480 bohr⁻², so

|b| = (2π/248.05) × 1.480 × 0.0207 Ha = 777 μHa.

The p channel supplies 75.8% of this, and p and d together 103.5%. The excess is real: the higher channels sum to −3.5%. All F_l are positive here, so each sign is that of P_l'(x). At x = 0.376 both P₃' = (15x²−3)/2 and P₄' = (35x³−15x)/2 are negative, so the f and g terms subtract.

With this common function the d term is 27.7% of the total, whereas in part (f) it was a small correction to p. The difference comes from the d spin-orbit function chosen there, whose amplitude A = 0.02 Ha is one fifth of the p value 0.10 Ha and whose range is shorter. The relative weight of the channels is thus set by their radial functions as well as by the angular factors.

Numerical values quoted here were computed with a short program.
